# Zero variance with nonlocal potentials: exact angular integration and random quadrature

In variational Monte Carlo (VMC) the spread of the local energy serves as a measure of how far a trial function is from an eigenstate. An effective core potential puts this reading at risk. It acts differently on different angular momenta, so its contribution to the local energy is an integral over a sphere, estimated here with a few randomly rotated points. If even a perfect wave function then gives a fluctuating energy, one must know whether the nonlocal operator or the quadrature is to blame. Otherwise integration noise is mistaken for an error of the wave function, and effort goes into improving a function that needs no improvement.

The operator is not to blame. The theorem below shows this and gives the size of the quadrature noise.

## Setting and assumptions

Hartree atomic units are used. One ion sits at the origin, and electron $i$ is at $\mathbf r_i=r_i\mathbf n_i$ with $|\mathbf n_i|=1$. The Hamiltonian is

$$H=-\tfrac12\sum_i\nabla_i^2+U(R)+\sum_i\sum_{l\le l_{\max}}v_l(r_i)\hat P_l^{(i)},$$

where $R$ denotes all electron positions, $U$ is an ordinary multiplicative potential, the $v_l$ are real and bounded, and $\hat P_l^{(i)}$ projects the dependence on $\mathbf n_i$ onto angular momentum $l$. The function $\Psi$ is real, continuous, normalized and in the domain of $H$, and its zeros form a set of measure zero. VMC draws $R$ from $\Psi^2$ and averages

$$E_L(R)=\frac{(H\Psi)(R)}{\Psi(R)} .$$

A finite angular rule consists of distinct directions $\mathbf n_k$ and real weights $w_k$ with $\sum_kw_k=1$. It has degree $d$ if it integrates every spherical harmonic with $L\le d$ exactly. For each electron the whole rule is turned by its own uniformly random rotation $g$, independent of $R$ and of the other rotations.

For one chosen electron, let $X$ be the positions of the others, and expand

$$\Psi(r\mathbf n;X)=\sum_{JM}\psi_{JM}(r;X)Y_{JM}(\mathbf n),\qquad p_J(r)=\int dX\sum_M|\psi_{JM}(r;X)|^2 .$$

Then $\int p_Jr^2dr$ is the weight of partial wave $J$, and these weights add up to 1. Define also

$$S_L=\sum_{jk}w_jw_kP_L(\mathbf n_j\cdot\mathbf n_k),\qquad g_{LlJ}=\tfrac12\int_{-1}^1P_LP_lP_J\,dx .$$

## Theorem

**(a)** With the exact angular integral, $E_L$ has zero variance if and only if $\Psi$ is an eigenstate of $H$.

**(b)** With the randomly rotated rule, the mean energy is unchanged. For an eigenstate the variance is the sum over electrons of

$$\sigma^2=\sum_l(2l+1)\sum_{L\ge1}(2L+1)S_L\sum_Jg_{LlJ}\int_0^\infty v_l^2\,p_J\,r^2dr, \tag{1}$$

in which no term is negative.

**(c)** If $\Psi$ contains only $J\le J_{\max}$ and the rule has degree at least $J_{\max}+l_{\max}$, then $\sigma^2=0$. If instead, for some $l$, $\int v_l^2p_Jr^2dr>0$ for every $J$, then $\sigma^2>0$ for every finite rule.

Part (c) gives one condition under which a finite rule keeps the zero-variance property and one under which every finite rule breaks it; cases in between are decided by evaluating (1).

## Proof of (a)

Let $H\Psi=E\Psi$. This is an equality of two functions, so it holds at almost every $R$, and division by $\Psi(R)\ne0$ gives $E_L(R)=E$. To evaluate $(H\Psi)(R)$ one needs $\Psi$ at other points than $R$, but the equality at $R$ is unaffected.

Conversely, for any allowed $\Psi$ let $\bar E=\int\Psi H\Psi\,dR$ be the mean of $E_L$. Then

$$\mathrm{Var}\,E_L=\int\Psi^2\Big(\frac{H\Psi}{\Psi}-\bar E\Big)^2dR=\int(H\Psi-\bar E\Psi)^2dR .$$

If this vanishes, $H\Psi=\bar E\Psi$ almost everywhere. $\square$

It is the total that is constant. The kinetic, local and nonlocal parts in general vary with $R$ and compensate one another. An error in the nonlocal part alone spoils this compensation.

## Lemma 1: the nonlocal term as an average over a sphere

The projector is $(\hat P_l\Psi)(r\mathbf n)=\sum_mY_{lm}(\mathbf n)\int Y^*_{lm}(\mathbf n')\Psi(r\mathbf n')d\mathbf n'$. The addition theorem,

$$\sum_mY_{lm}(\mathbf n)Y^*_{lm}(\mathbf n')=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n'), \tag{2}$$

turns the nonlocal term of one electron into

$$\sum_lv_l\hat P_l\Psi=\frac1{4\pi}\int f(\mathbf n')d\mathbf n',\qquad f(\mathbf n')=\sum_l(2l+1)v_l(r)P_l(\mathbf n\cdot\mathbf n')\Psi(r\mathbf n';X). \tag{3}$$

Here $r$, $\mathbf n$ and $X$ are fixed. The rotated rule replaces the average by $\sum_kw_kf(g\mathbf n_k)$ and makes the error

$$\delta=\sum_kw_kf(g\mathbf n_k)-\frac1{4\pi}\int f\,d\mathbf n' .$$

The energy recorded in the simulation is therefore $E_L+\sum_i\delta_i/\Psi$.

## Lemma 2: random rotation removes the bias

If $g$ is uniformly random, each point $g\mathbf n_k$ is uniformly distributed on the sphere. Writing $\langle\cdot\rangle_g$ for the average over rotations,

$$\Big\langle\sum_kw_kf(g\mathbf n_k)\Big\rangle_g=\sum_kw_k\frac1{4\pi}\int f\,d\mathbf n'=\frac1{4\pi}\int f\,d\mathbf n',$$

so $\langle\delta\rangle_g=0$. The degree of the rule plays no part; only $\sum_kw_k=1$ was used. The argument does not cover a rule held fixed in space, nor one with a point tied to the electron's own direction $\mathbf n$, because such points are not uniformly distributed.

## Lemma 3: variance over rotations at a fixed configuration

Expand $f=\sum_{LM}f_{LM}Y_{LM}$ and set $F_L=\sum_M|f_{LM}|^2$. Then

$$\langle\delta^2\rangle_g=\frac1{4\pi}\sum_{L\ge1}F_LS_L. \tag{4}$$

*Proof.* A rotation mixes harmonics of equal $L$: $Y_{LM}(g\mathbf n)=\sum_{M'}U^L_{MM'}(g)Y_{LM'}(\mathbf n)$, with $U^L$ an irreducible unitary representation. Its matrix elements obey

$$\langle U^L_{MM'}U^{K*}_{NN'}\rangle_g=\frac{\delta_{LK}\delta_{MN}\delta_{M'N'}}{2L+1}.$$

Since $f$ is real, one factor may be conjugated, and

$$\langle f(g\mathbf n_j)f(g\mathbf n_k)\rangle_g=\sum_L\frac{F_L}{2L+1}\sum_{M'}Y_{LM'}(\mathbf n_j)Y^*_{LM'}(\mathbf n_k)=\frac1{4\pi}\sum_LF_LP_L(\mathbf n_j\cdot\mathbf n_k),$$

where (2) was used last. Multiplying by $w_jw_k$ and summing gives the second moment of the rule, $\frac1{4\pi}\sum_{L\ge0}F_LS_L$. Because $S_0=(\sum_kw_k)^2=1$ and $f_{00}=\int f\,d\mathbf n'/\sqrt{4\pi}$, the $L=0$ term is $(\int f\,d\mathbf n'/4\pi)^2$, the square of the mean. Subtracting it leaves (4). $\square$

Applying (2) to the definition of $S_L$ gives

$$S_L=\frac{4\pi}{2L+1}\sum_M\Big|\sum_kw_kY_{LM}(\mathbf n_k)\Big|^2\ge0. \tag{5}$$

Thus $S_L$ measures the failure of the rule on harmonics of order $L$, and $F_L$ measures how much of that order the integrand contains. A rule of degree $d$ has $S_L=0$ for $1\le L\le d$.

## Proof of (b)

**From one configuration to the whole density.** The average of $(\delta/\Psi)^2$ over $\Psi^2$ is

$$\int\Psi^2\frac{\langle\delta^2\rangle_g}{\Psi^2}dR=\int\langle\delta^2\rangle_g\,dR. \tag{6}$$

The denominator has cancelled. The integral is finite: by the triangle inequality for root-mean-square values, the second moment of the rule is at most $(\sum_k|w_k|)^2\int f^2d\mathbf n'/4\pi$, and $f$ contains bounded factors times the square-integrable $\Psi$. A finite second moment implies a finite mean, so Lemma 2 may be applied inside the average over $R$, and the mean energy is unchanged. For different electrons the errors at given $R$ are independent with zero mean, so their variances add.

**Average over the electron's direction.** By (2), $F_L=\frac{2L+1}{4\pi}\iint P_L(\mathbf a\cdot\mathbf b)f(\mathbf a)f(\mathbf b)\,d\mathbf a\,d\mathbf b$. The direction $\mathbf n$ enters $f(\mathbf a)f(\mathbf b)$ through Legendre factors alone. Writing both of them with (2) and using the orthonormality of the $Y_{lm}$ gives

$$\int P_l(\mathbf n\cdot\mathbf a)P_{l'}(\mathbf n\cdot\mathbf b)\,d\mathbf n=\delta_{ll'}\frac{4\pi}{2l+1}P_l(\mathbf a\cdot\mathbf b).$$

Different channels therefore do not interfere. The factors combine as $\frac{2L+1}{4\pi}(2l+1)^2\frac{4\pi}{2l+1}=(2L+1)(2l+1)$, and

$$\int F_L\,d\mathbf n=(2L+1)\sum_l(2l+1)v_l^2\iint P_LP_l(\mathbf a\cdot\mathbf b)\,\Psi(r\mathbf a)\Psi(r\mathbf b)\,d\mathbf a\,d\mathbf b,$$

where $P_LP_l(x)$ means $P_L(x)P_l(x)$.

**Partial waves.** Since $\int P_J^2dx=2/(2J+1)$, the product expands as $P_LP_l=\sum_J(2J+1)g_{LlJ}P_J$. By (2) again, $\iint P_J(\mathbf a\cdot\mathbf b)\Psi\Psi\,d\mathbf a\,d\mathbf b=\frac{4\pi}{2J+1}\sum_M|\psi_{JM}|^2$. Hence

$$\int F_L\,d\mathbf n=4\pi(2L+1)\sum_l(2l+1)v_l^2\sum_Jg_{LlJ}\sum_M|\psi_{JM}|^2 .$$

Inserting this in (4) and integrating over $r^2dr$ and $X$ gives (1).

**Signs.** Put $Y_{J0}$ in place of $\Psi$ in the last double integral of $P_LP_l$. The expansion gives $4\pi g_{LlJ}$. Using (2) for $P_L$ and $P_l$ separately gives a positive factor times $\sum_{Mm}|\int Y_{LM}Y_{lm}Y_{J0}d\mathbf n|^2$. So $g_{LlJ}\ge0$, and with (5) no term of (1) is negative. $\square$

## Proof of (c)

The polynomial $P_LP_l$ has degree $L+l$, so $g_{LlJ}=0$ for $J>L+l$. As $g_{LlJ}$ is symmetric in its indices, it also vanishes for $L>J+l$. In the first case of (c), orders $1\le L\le J_{\max}+l_{\max}$ have $S_L=0$. Every higher order has $L>J+l$ for all waves present, hence $g_{LlJ}=0$. All terms of (1) vanish.

For the second case, suppose that $S_L=0$ for all $L\ge1$. By (5) the rule then agrees with the uniform average $\frac1{4\pi}\int h\,d\mathbf n$ for every finite sum $h$ of harmonics, and by uniform approximation for every continuous $h$. Take $0\le h\le1$ with $h(\mathbf n_1)=1$ and $h=0$ outside a small cap around $\mathbf n_1$ that contains no other point. The rule gives $w_1$, while the uniform average tends to zero as the cap shrinks. So $w_1=0$, and likewise every weight is zero, contradicting $\sum_kw_k=1$. Hence some $L\ge1$ has $S_L>0$. For this $L$ take $J=L+l$. Legendre polynomials have positive leading coefficients, so $P_LP_l$ contains $P_{L+l}$ with a positive coefficient and $g_{L,l,L+l}>0$. With $\int v_l^2p_{L+l}r^2dr>0$, formula (1) has a positive term. $\square$

## Remarks

**Approximate trial functions.** The derivation of (1) did not use the eigenvalue equation. For a general $\Psi$, the cross term between $E_L-\bar E$ and $\delta_i/\Psi$ vanishes because $\langle\delta_i\rangle_g=0$, so

$$\text{total variance}=\mathrm{Var}\,E_L+\sum_i\sigma_i^2 .$$

By (a), the first part is zero only for an eigenstate. The second generally remains even then. Averaging $m$ independent rotations at each $R$ divides the second part by $m$ and leaves the first alone.

**Several ions.** Formula (1) applies to each electron–ion pair, with partial waves taken about that ion, if each pair has its own rotation. If rotations are shared, the mean is still correct, but covariances between the errors enter the variance.

**Nodes.** At a node $\Psi(R)=0$, but $f$ involves $\Psi$ elsewhere on the sphere, so $\delta$ generally stays nonzero. Near a regular piece of node $\Psi$ is proportional to the distance $s$, and $\delta/\Psi$ grows as $1/s$. The variance is finite by (6). The fourth moment contains $\int\langle\delta^4\rangle_g/\Psi^2\,dR\sim\int ds/s^2$, which diverges. The variance estimated from a finite sample then has no finite standard error.

## Worked example

One electron moves in a harmonic trap around a nonlocal ion, in a uniform field along $z$:

$$H=-\tfrac12\nabla^2+\tfrac12r^2-z+v_0\hat P_0+v_1\hat P_1,\qquad v_0=-2e^{-r^2/2},\quad v_1=e^{-r^2/2}.$$

The field couples $J$ to $J\pm1$ and so brings in high partial waves. Diagonalization in oscillator functions, 40 radial functions for each $J\le14$, gives the ground-state energy $E=0.167366$ hartree, or $4.5543$ eV. The weights of the waves $J=0$ to $5$ are $0.934$, $0.0611$, $4.31\times10^{-3}$, $2.41\times10^{-4}$, $1.11\times10^{-5}$ and $4.4\times10^{-7}$.

**Exact integration.** The kinetic term is taken from finite differences, and the angular integral from a 512-point product rule of degree 31. This is enough for the computed function, which needs degree $14+1=15$. In hartree:

| position (bohr) | nonlocal part | all other parts | $E_L$ |
|---|---|---|---|
| $(0.3,0.2,0.5)$ | $-1.302107$ | $1.469473$ | $0.167366$ |
| $(0.6,0,-0.8)$ | $-1.838543$ | $2.005909$ | $0.167366$ |
| $(1.0,-0.7,0.4)$ | $-0.737885$ | $0.905251$ | $0.167366$ |

The nonlocal part changes by more than 1 hartree between these points, while the sum stays constant.

**Six points.** Take the directions $\pm x,\pm y,\pm z$ with equal weights. Seen from any point, one point lies at cosine $1$, one at $-1$ and four at $0$. Odd orders cancel. With $P_2(0)=-\frac12$ and $P_4(0)=\frac38$,

$$S_2=\frac{2-2}{6}=0,\qquad S_4=\frac{2+3/2}{6}=\frac7{12}.$$

The rule has degree 3, and its first failure is at $L=4$. The recurrence $9xP_4=5P_5+4P_3$ gives $g_{413}=\frac4{63}$ and $g_{415}=\frac5{99}$, and $g_{404}=\frac19$. The $L=4$ part of (1) is then

$$\frac7{12}\int v_0^2p_4r^2dr+\int v_1^2p_3r^2dr+\frac{35}{44}\int v_1^2p_5r^2dr .$$

The dominant waves $J=0,1,2$ are absent, which is why six points already do well here. Summing (1) over all orders with numerical radial integrals gives $\sigma^2=1.007\times10^{-5}$ hartree$^2$, so $\sigma=3.17\times10^{-3}$ hartree $=0.086$ eV. To reach a standard error of $10^{-4}$ hartree takes $1.007\times10^{-5}/10^{-8}\approx1007$ independent samples, although the wave function is an eigenstate.

Formula (1) gives for four rules of increasing degree:

| points | degree | $\sigma^2$ (hartree$^2$) | $\sigma$ (hartree) |
|---|---|---|---|
| 4 | 2 | $3.81\times10^{-4}$ | $2.0\times10^{-2}$ |
| 6 | 3 | $1.01\times10^{-5}$ | $3.2\times10^{-3}$ |
| 12 | 5 | $3.11\times10^{-9}$ | $5.6\times10^{-5}$ |
| 26 | 7 | $3.38\times10^{-13}$ | $5.8\times10^{-7}$ |

A rule of degree $d$ has $S_L=0$ for $1\le L\le d$, and $g_{LlJ}=0$ for $L>J+l$, so only waves with $J\ge d+1-l\ge d$ enter (1) here. The steep fall reflects the rapid decrease of the integrals $\int v_l^2p_Jr^2dr$ with $J$ in this model: the higher waves are weaker, and they lie farther out, where $v_l$ is small. By (1), angular structure about the ion causes noise only where $v_l$ acts. So steep a fall should not be expected in many-electron systems. This model has one electron and a smooth wave function, whereas an electron–electron cusp makes the weights fall only as a power of $J$. For the two-electron function $(1+r_{12}/2)\,e^{-(r_1^2+r_2^2)/2}$ with the same $v_l$ they fall roughly as $J^{-6}$, and (1) drops from about $2\times10^{-5}$ to $8\times10^{-8}$ hartree$^2$ per electron between 6 and 26 points, a factor of about 200 instead of $3\times10^7$.

**A VMC run.** With 20411 independent samples of $\Psi^2$ and one random rotation per sample, the six-point rule gives a mean energy of $0.167372\pm0.000022$ hartree and a variance of $(9.9\pm0.3)\times10^{-6}$ hartree$^2$. The mean agrees with $E$ and the variance with $\sigma^2$. For 1500 of these samples the 512-point rule gives a variance of $6\times10^{-20}$ hartree$^2$, which is zero up to the error of the finite basis and rounding.

**No rotation.** If the six points stay on the coordinate axes, numerical integration over $\Psi^2$ gives a mean energy too high by $5.5\times10^{-5}$ hartree. This shift is far below $\sigma$, but sampling does not reduce it. The statistical error of the rotated rule falls to the same size after $1.007\times10^{-5}/(5.506\times10^{-5})^2\approx3300$ samples.

**No field.** Without the field the ground state, at $0.317548$ hartree, is a pure $s$ state. Then $J_{\max}=0$ and $l_{\max}=1$, so (c) asks for degree 1, and the six-point rule has degree 3. Its mean square deviation from the energy, over 1500 positions with random rotations, is $1\times10^{-19}$ hartree$^2$. Here finite quadrature preserves the zero-variance property, as (c) requires.
